\section*{Volume of a Pinned Liquid Droplet on a Nanowire}

\section{What is claimed, and for which droplet}

\textbf{Q.} You say that a droplet of contact angle $b$ on a wire of radius $R$ has the volume
\begin{equation}
V=\frac{\pi R^3(1-\cos b)^2(2+\cos b)}{3\sin^3 b}.
\label{eq:V}
\end{equation}
A droplet could have any shape. It could also run down the side of the wire. Why should two numbers fix its volume?

\textbf{A.} They do so only under conditions. The wire is upright, with a flat, circular top facet of radius $R$. The liquid covers this facet, and its contact line is held all along the edge. The angle $b$ is measured through the liquid, from the facet to the tangent of the liquid surface at the edge, with $0<b<\pi$. The surface tension $\gamma$ is the same everywhere and in all directions. The liquid is at rest, and its weight is neglected. For a droplet that wets the sidewall, or a facet that is not round, Eq.~\eqref{eq:V} is at best an approximation.

\textbf{Q.} Is $b$ then the equilibrium contact angle of the liquid on the solid?

\textbf{A.} In general it is not. A line held at an edge leaves $b$ free, and the amount of liquid sets it. The equilibrium angles decide how long the line stays there. Let them be $\theta_{\rm t}$ on the top facet and $\theta_{\rm w}$ on a vertical sidewall. The line withdraws across the facet if $b<\theta_{\rm t}$. The sidewall is turned by $90^\circ$ from the facet, so a liquid surface at angle $b$ to the facet makes the angle $b-90^\circ$ with the wall. The line moves down the wall if this exceeds $\theta_{\rm w}$. For a sharp edge and ideal surfaces without hysteresis, the line is therefore held for
\begin{equation}
\theta_{\rm t}\le b\le \theta_{\rm w}+90^\circ .
\end{equation}

\section{Why the surface is part of a sphere}

\textbf{Q.} You still have to show that the surface is spherical.

\textbf{A.} With the line fixed, the wetted solid area is fixed too, so the only energy that can vary is $\gamma A$, where $A$ is the area of the free liquid surface. At rest, $\gamma A-pV$ must be stationary. The multiplier $p$ enforces constant volume and is the excess pressure of the liquid over the gas. In atomic units $\gamma$ is in hartree per bohr squared and $p$ in hartree per bohr cubed; no further constant enters.

Push the surface outward by a small distance $\delta n$, which may vary from place to place but vanishes at the edge. A small patch with sides along the principal directions has these sides stretched by the factors $1+\kappa_1\delta n$ and $1+\kappa_2\delta n$, where $\kappa_1,\kappa_2$ are the principal curvatures. To first order,
\begin{equation}
\delta A=\int(\kappa_1+\kappa_2)\,\delta n\,dA,\qquad
\delta V=\int\delta n\,dA .
\end{equation}
Since $\delta n$ is arbitrary, $\gamma\,\delta A-p\,\delta V=0$ requires
\begin{equation}
\kappa_1+\kappa_2=\frac{p}{\gamma}\equiv 2k
\label{eq:laplace}
\end{equation}
at every point.

\textbf{Q.} A constant sum of curvatures is not yet a sphere. A cylinder has that property as well.

\textbf{A.} The shape of the rim and the closed top exclude the cylinder. I take the droplet to share the rotational symmetry of its round rim. Let $s$ be the arc length along the profile from the apex, $x$ the distance from the axis, $z$ the depth below the apex, and $\psi$ the angle by which the tangent has turned below the horizontal. Then
\begin{equation}
\frac{dx}{ds}=\cos\psi,\qquad \frac{dz}{ds}=\sin\psi .
\end{equation}
The curvature along the profile is $d\psi/ds$. The other principal curvature is the inverse of the distance along the normal to the axis, $x/\sin\psi$. Equation \eqref{eq:laplace} becomes
\begin{equation}
\frac{d\psi}{ds}+\frac{\sin\psi}{x}=2k .
\label{eq:ode}
\end{equation}
Multiply by $x\cos\psi$ and use $\cos\psi=dx/ds$ in the second and third terms:
\begin{equation}
x\cos\psi\,\frac{d\psi}{ds}+\sin\psi\,\frac{dx}{ds}=2kx\,\frac{dx}{ds}
\quad\Longrightarrow\quad
\frac{d}{ds}(x\sin\psi)=\frac{d}{ds}(kx^2).
\end{equation}
Hence $x\sin\psi=kx^2+C$. The surface reaches the axis at the apex, where $x=0$, so $C=0$ and $\sin\psi=kx$. Put this back into Eq.~\eqref{eq:ode}: $d\psi/ds=2k-k=k$. The profile has constant curvature and is a circular arc centred on the axis. With $a=1/k$,
\begin{equation}
x=a\sin\psi,\qquad z=a(1-\cos\psi),
\label{eq:sphere}
\end{equation}
which is a sphere of radius $a$.

\textbf{Q.} How does the contact angle enter?

\textbf{A.} At the edge the tangent has turned by $\psi=b$. If $b>90^\circ$, it has passed the vertical and the liquid overhangs the wire. Setting $x=R$ there gives
\begin{equation}
a=\frac{R}{\sin b},\qquad p=2\gamma k=\frac{2\gamma\sin b}{R}.
\label{eq:a}
\end{equation}

\textbf{Q.} Is there support for this that does not assume a sphere?

\textbf{A.} Take $b=110^\circ$, prescribe the volume from Eq.~\eqref{eq:V}, and search numerically for the surface of stationary area over a circular rim, starting from a surface that is not spherical. The search returns an edge angle of $110.0000^\circ$ and $pR/\gamma=1.879385$. The value of $2\sin b$ is also $1.879385$.

\section{The volume}

\textbf{Q.} For an overhanging droplet, one distance from the axis can belong to two depths. Does the volume integral survive that?

\textbf{A.} It does if the droplet is cut into horizontal discs. From Eq.~\eqref{eq:sphere}, $dz=a\sin\psi\,d\psi$ is positive for $0<\psi<\pi$, so each depth occurs once, with or without an overhang. A disc has the volume $\pi x^2dz$, and therefore
\begin{align}
V&=\int_0^b\pi(a\sin\psi)^2\,a\sin\psi\,d\psi
 =\pi a^3\int_0^b(1-\cos^2\psi)\sin\psi\,d\psi\nonumber\\
&=\pi a^3\left[-\cos\psi+\tfrac13\cos^3\psi\right]_0^b
 =\frac{\pi a^3}{3}\left(2-3\cos b+\cos^3 b\right).
\end{align}
The 2 is three times the contribution $1-\tfrac13$ of the lower limit. Write $c=\cos b$. The bracket factors, as multiplying out shows:
\begin{equation}
(1-2c+c^2)(2+c)=2+c-4c-2c^2+2c^2+c^3=2-3c+c^3 .
\end{equation}
The first factor on the left is $(1-c)^2$. Inserting $a=R/\sin b$ gives Eq.~\eqref{eq:V}.

As a check, Eq.~\eqref{eq:ode} was integrated numerically from the apex for $b=30$, 70, 90, 110, 140 and $170^\circ$, with the disc volumes added up on the way. The largest relative deviation from Eq.~\eqref{eq:V} is $2.1\times10^{-10}$.

\textbf{Q.} The formula has $\sin^3 b$ in the denominator. Does it blow up for a flat droplet?

\textbf{A.} No, because the numerator vanishes faster. The height shows this. From Eqs.~\eqref{eq:sphere} and \eqref{eq:a},
\begin{equation}
h=a(1-\cos b)=R\,\frac{1-\cos b}{\sin b}=RT,\qquad T=\tan\frac b2 .
\end{equation}
Now use $\cos b=(1-T^2)/(1+T^2)$ and $\sin b=2T/(1+T^2)$. They give $1-\cos b=2T^2/(1+T^2)$ and $2+\cos b=(3+T^2)/(1+T^2)$, so that
\begin{equation}
V=\frac{\pi R^3}{3}\,\frac{4T^4(3+T^2)}{(1+T^2)^3}\,\frac{(1+T^2)^3}{8T^3}
=\frac{\pi R^3}{6}\,(3T+T^3)=\frac{\pi h}{6}(3R^2+h^2).
\label{eq:T}
\end{equation}
For small $b$, $T\approx b/2$ and $V\approx\pi R^3b/4$, which goes to zero. At $b=90^\circ$, $T=1$ and $V=2\pi R^3/3$, a hemisphere. As $b\to180^\circ$ at fixed $R$, $h$ grows without limit and $V\to\pi h^3/6$, the volume of a full sphere of diameter $h$. That divergence is real within the model: an ever larger sphere stands on a facet of fixed size. In practice the line leaves the edge, or weight matters, before this limit is reached.

\section{From volume back to angle}

\textbf{Q.} If the volume sets the angle, could two angles belong to one volume?

\textbf{A.} Not at fixed $R$. Differentiate Eq.~\eqref{eq:T} through $T$, with $dT/db=(1+T^2)/2$ and $1+T^2=2/(1+\cos b)$:
\begin{equation}
\frac{dV}{db}=\frac{\pi R^3}{2}(1+T^2)\,\frac{1+T^2}{2}
=\frac{\pi R^3}{(1+\cos b)^2}>0 .
\label{eq:slope}
\end{equation}
The volume rises steadily with the angle. To invert the relation, write Eq.~\eqref{eq:T} as $T^3+3T=6V/(\pi R^3)$ and set $T=2\sinh u$. The left side becomes $8\sinh^3u+6\sinh u=2\sinh3u$, by the triple-argument identity. Hence
\begin{equation}
\tan\frac b2=2\sinh\left[\frac13\,\mathrm{arcsinh}\frac{3V}{\pi R^3}\right].
\label{eq:inverse}
\end{equation}

\section{A gold--silicon droplet}

\textbf{Q.} Put numbers in.

\textbf{A.} Take a gold--silicon droplet that feeds a growing silicon wire, with rough typical values: $R=20$ nm, $b=110^\circ$, a temperature of 800 K, $\gamma=0.80$ J/m$^2$ and a mean atomic volume of $0.017$ nm$^3$. With $\cos b=-0.34202$ and $\sin b=0.93969$,
\begin{equation}
\frac{V}{R^3}=\frac{\pi(1.34202)^2(1.65798)}{3(0.93969)^3}=3.768,
\qquad V=3.768\times(20\ \mathrm{nm})^3\approx3.01\times10^4\ \mathrm{nm^3},
\end{equation}
or $3.01\times10^7$ \AA$^3$. The sphere radius is $20/0.93969=21.3$ nm and the height is $28.6$ nm. Dividing $V$ by the atomic volume gives about $1.8\times10^6$ atoms, gold and silicon together. A free sphere of the same liquid would have a radius of $19.3$ nm, slightly less than that of the wire. This is a sphere of the alloy, not of the gold alone.

The excess pressure from Eq.~\eqref{eq:a} is
\begin{equation}
p=\frac{2(0.80\ \mathrm{J/m^2})(0.93969)}{20\times10^{-9}\ \mathrm{m}}\approx75\ \mathrm{MPa},
\end{equation}
or $4.7\times10^{-4}$ eV/\AA$^3$.

\textbf{Q.} What happens if the droplet takes up 10 percent more liquid?

\textbf{A.} With the line held and $R$ fixed, Eq.~\eqref{eq:inverse} gives $b=112.8^\circ$. Equation \eqref{eq:slope} says that one degree is worth 3.36 percent of $V$ at $110^\circ$, which would suggest $10/3.36\approx3.0^\circ$. The actual rise of $2.8^\circ$ is smaller because $dV/db$ grows with $b$ on the way. If instead $b$ were held at $110^\circ$ and the radius could adjust, $V\propto R^3$ would give a radius larger by the factor $1.1^{1/3}=1.032$. The two cases must be kept apart when a change of droplet size is interpreted.

\section{What a real wire does to the number}

\textbf{Q.} At 20 nm I doubt a smooth surface, and I doubt that nothing else matters.

\textbf{A.} Weight is irrelevant here. With a rough density of 15000 kg/m$^3$, the ratio $\rho gR^2/\gamma$, where $g$ is the acceleration of gravity, is $7.35\times10^{-11}$. Including weight in the Laplace equation changes $V$ by about $-5\times10^{-9}$ percent at fixed $R$ and $b$. The pressure of 75 MPa compresses a liquid with a rough bulk modulus of 100 GPa by $0.075$ percent. This alters the number of atoms in a given volume, not the geometry.

Thermal ripples have an energy of order $\gamma u^2$ for amplitude $u$: a patch of width $\ell$ tilted by $u/\ell$ gains an area of order $(u/\ell)^2\ell^2$. Equating this to $k_{\rm B}T_{\rm abs}$, with $T_{\rm abs}$ the temperature, gives $u\sim0.12$ nm, up to numerical factors. That is below one atomic layer, about $0.25$ nm. The position of the surface is hardly defined more finely than such a layer, and a layer spread over the liquid area of $3820$ nm$^2$ holds
\begin{equation}
\frac{3820\times0.25}{30148}\approx3.2\ \text{percent}
\end{equation}
of $V$. An error of one degree in $b$ costs about as much. Unless a rule fixes where in this layer the surface is drawn, the volume of a real droplet of this size is therefore uncertain by a few percent.

\textbf{Q.} And the flat, round facet?

\textbf{A.} Suppose the edge is cut by a $45^\circ$ bevel of width and depth $w=1$ nm. The missing ring has a triangular section of area $w^2/2$, with its centroid at $R-w/3$ from the axis. Its volume is $2\pi(R-w/3)w^2/2=\pi w^2(R-w/3)$, only $0.20$ percent of $V$. The error in $V$ can be much larger, because it depends on which edge of the bevel holds the line. The upper edge has the radius $R-w$. If it holds the line at the same $b$, the volume changes by the factor $(19/20)^3=0.857$, a loss of 14 percent. The lower edge has the radius $R$. If it holds the line, with $b$ measured from the horizontal, the spherical cap is the same as before but starts lower by $w$, and a frustum of solid stands inside it. The frustum has the volume $\pi w(R^2-Rw+w^2/3)\approx1195$ nm$^3$, so the liquid volume is 4 percent less than $V$. Which edge holds is decided by the pinning argument of the first section. The bevel is turned by $45^\circ$ from the facet, so a surface at $b=110^\circ$ makes $65^\circ$ with it. The upper edge can hold the line only if the equilibrium angle on the bevel is at least $65^\circ$. If it is smaller, the line moves to the lower edge, which holds it as long as $\theta_{\rm w}\ge20^\circ$.

Roundness is a further assumption, and real silicon wires can be faceted. Consider a hexagonal facet with slightly rounded corners and the same area $\pi R^2$, carrying the same volume of liquid. The surface of stationary area was computed for this outline. Its contact angle is no longer one number: it is about $121^\circ$ at the middle of a side and about $70^\circ$ at a corner. Both values belong to this particular outline, a short cosine series that leaves the sides wavy. With straight sides the angle at the middle of a side is about $123.5^\circ$. The angle at a corner depends strongly on the rounding: it falls as the corner is sharpened and tends to zero at a sharp corner, where the tangent plane of the liquid surface must contain both edges and so lies in the facet. If a corner angle falls below $\theta_{\rm t}$, the liquid withdraws there and the assumption of a held line fails.

\textbf{Q.} So is the formula useless for a hexagonal wire?

\textbf{A.} That depends on what is measured. The height form in Eq.~\eqref{eq:T}, used with the computed height and the equal-area radius, gives a volume only about $0.3$ percent below the true one in this case. The angle is a poor input. With $121^\circ$ from the middle of a side and the same radius, $T=\tan60.5^\circ\approx1.77$ and $V/R^3=\pi(3T+T^3)/6\approx5.7$ instead of $3.77$, about half too large. The volume is steep in $b$ here: the $123.5^\circ$ of straight sides gives $V/R^3\approx6.3$, about two thirds too large. The choice of $R$ matters as well. Half the distance between opposite flats of a sharp hexagon is $0.9523$ of the equal-area radius. Used as $R$ at the same $b$, it changes the result by the factor $0.9523^3=0.864$, a loss of $13.6$ percent.

For a hexagonal wire near these parameters, with corners rounded enough that the line is held along the whole edge, the volume is thus better found from the droplet's height and the facet's area than from an angle seen at one side. The values for the round facet and for the cosine-series outline are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values, Au-Si droplet)
wire radius R = 20.0 nm
contact angle b = 110.0 deg
temperature = 800 K
surface tension = 0.80 J/m^2
liquid density = 15000 kg/m^3
bulk modulus = 100 GPa
mean atomic volume = 0.017 nm^3
RESULTS
cos b = -0.34202, sin b = 0.93969
V/R^3 = 3.76850
sphere radius a = 21.284 nm
droplet height h = 28.563 nm
liquid surface area = 3819.7 nm^2
volume V = 30148.0 nm^3
volume V = 3.0148e+07 angstrom^3
atoms in droplet = 1.773e+06
radius of free sphere of volume V = 19.307 nm
Laplace pressure = 75.18 MPa
Laplace pressure = 4.692e-04 eV/angstrom^3
angle after 10 percent more liquid = 112.771 deg
TESTS
largest relative volume deviation, 6 angles = 2.1e-10
least-area drop: height/R = 1.428148
formula: height/R = 1.428148
least-area drop: edge angle = 110.0000 deg
least-area drop: p R/tension = 1.879385
formula: p R/tension = 1.879385
NEGLECTED EFFECTS
Bond number = 7.35e-11
gravity, volume change at fixed R, b = -5.1e-09 percent
compression of liquid = 0.075 percent
thermal ripple scale = 0.118 nm
atomic layer thickness = 0.25 nm
one layer on liquid surface = 3.17 percent of V
bevel width = 1.0 nm
liquid in bevel = 0.20 percent of V
one degree in b = 3.36 percent of V
hexagonal wire of equal top area, rounded corners:
  V from height and equal-area R: error -0.29 percent
  angle at middle of side = 121.2 deg
  angle at rounded corner = 70.1 deg
  half flat-to-flat width / equal-area R = 0.9523
  V at same b with half width as R: -13.6 percent
\end{verbatim}
